\section*{Detailed balance of a two-junction cell with luminescent coupling}

\section{When may the smaller photocurrent be used?}

Choosing the top-cell gap of a series-connected tandem requires an estimate of its current. The quick estimate is the smaller of the two photocurrents. For well separated gaps it is safe if the top cell is the weaker one and blocks current in reverse bias. If the bottom cell is the weaker one, the surplus carriers of the top cell recombine, part of their light generates carriers below, and the estimate is too low. In the example below it is low by 10\% of the current obtained with coupling. The following sections derive the coupled balances, a solution method that needs one bracketed root, and the condition under which the asymmetry holds.

\section{The two balances}

The top cell has gap $E_1$, the bottom cell gap $E_2<E_1$. Voltages $V_1,V_2$ are positive in forward bias, the common current density $J$ is positive when delivered, $q>0$ is the elementary charge, and $V_T=kT/q$. Each cell absorbs every photon above its gap that reaches it and collects every carrier. The junctions share a refractive index $n$, and the rear mirror is perfect.

A cell at voltage $V$ emits with photon chemical potential $qV$. For $E-qV\gg kT$ the Bose factor $1/(e^{(E-qV)/kT}-1)$ becomes $e^{-(E-qV)/kT}$, so emission above a gap $E_g$ into a hemisphere of air is $F(E_g)e^{V/V_T}$. With $x=E_g/kT$,
\begin{equation}
F(E_g)=\frac{2\pi q}{h^3c^2}\int_{E_g}^{\infty}E^2e^{-E/kT}dE
=\frac{2\pi q(kT)^3}{h^3c^2}\,e^{-x}(x^2+2x+2),
\end{equation}
by two integrations by parts. Inside the medium the emitted photon flux per solid angle is larger by $n^2$, so the top cell sends
\begin{equation}
C=n^2F(E_1)
\end{equation}
downward, per factor $e^{V_1/V_T}$. At the front only the escape cone, $\sin\theta_c=1/n$, leaves the cell. It holds the fraction $2\int_0^{\theta_c}\sin\theta\cos\theta\,d\theta=1/n^2$ of the hemispherical flux, which leaves $F(E_1)$. The remainder is reflected and reabsorbed.

The bottom cell emits upward too. Its photons above $E_1$ are absorbed by the top cell, with the same coefficient $C$. Those between $E_2$ and $E_1$ cross the top cell, and the part in the escape cone is lost, with coefficient $F(E_2)-F(E_1)$.

In the dark at $V_1=V_2=0$ every process is balanced by its reverse. Subtracting that equilibrium replaces $e^{V_i/V_T}$ by
\begin{equation}
x_i=e^{V_i/V_T}-1 .
\end{equation}
Nonradiative losses $N_ix_i$ are taken with the same voltage dependence. The total recombination coefficients are
\begin{align}
D_1&=F(E_1)+C+N_1, & D_2&=F(E_2)-F(E_1)+C+N_2 .
\end{align}
Photocurrent minus recombination plus light received gives
\begin{align}
J&=G_1-D_1x_1+sCx_2, \label{top}\\
J&=G_2-D_2x_2+sCx_1 . \label{bot}
\end{align}
The factor $s$ is a bookkeeping switch: $s=1$ is the physical model, and $s=0$ discards the exchanged photons while sunlight and both $D_i$ stay fixed. Comparisons of coupling on and off below use this convention. The coupling efficiencies are
\begin{equation}
\eta=C/D_1\ \hbox{(downward)},\qquad \eta'=C/D_2\ \hbox{(upward)} .
\end{equation}
Both are below one, because $C$ is only one part of each $D_i$.

\section{Solution at fixed current}

Put $c=sC$ and collect the unknowns:
\begin{align}
D_1x_1-cx_2&=G_1-J, & -cx_1+D_2x_2&=G_2-J .
\end{align}
Multiplying the first equation by $D_2$, the second by $c$, and adding removes $x_2$. Multiplying the first by $c$, the second by $D_1$, and adding removes $x_1$. With $\Delta=D_1D_2-c^2>0$,
\begin{align}
x_1&=\frac{D_2(G_1-J)+c(G_2-J)}{\Delta}, &
x_2&=\frac{D_1(G_2-J)+c(G_1-J)}{\Delta}. \label{x}
\end{align}
The stack voltage follows without iteration:
\begin{equation}
V(J)=V_T\left[\ln(1+x_1)+\ln(1+x_2)\right].
\end{equation}

\subsection{Which cell sets the limit}

The logarithms require $1+x_i>0$. Setting $1+x_2=0$ in (\ref{x}) gives $D_1(G_2-J)+c(G_1-J)+\Delta=0$, hence
\begin{equation}
J_b=\frac{D_1G_2+cG_1+\Delta}{D_1+c}
=G_2+\frac{s\eta}{1+s\eta}(G_1-G_2)+\frac{\Delta}{D_1+c}. \label{jb}
\end{equation}
The second form uses $D_1G_2+cG_1=(D_1+c)G_2+c(G_1-G_2)$. Exchanging the labels gives the limit set by the top cell,
\begin{equation}
J_t=G_1+\frac{s\eta'}{1+s\eta'}(G_2-G_1)+\frac{\Delta}{D_2+c}. \label{jt}
\end{equation}
The last terms are reverse saturation currents, at most $D_2$ and $D_1$ respectively. Without them,
\begin{equation}
J_t-J_b=\left(1-\frac{s\eta}{1+s\eta}-\frac{s\eta'}{1+s\eta'}\right)(G_1-G_2).
\end{equation}
Each fraction is below one half, so the bracket is positive. Apart from saturation currents, the cell with the smaller photocurrent therefore sets the limit.

The denominator $1+\eta$ has a direct reading. With the bottom cell in reverse bias, $J=G_2+\eta(G_1-J)$: carriers drawn from the stack no longer recombine in the top cell, so the light sent down falls by the fraction $\eta$ of the drawn current. This feedback keeps the relief below half of the mismatch. Used as a fixed-point iteration, the same relation multiplies the error by $-\eta$ per pass, whereas (\ref{jb}) needs no passes.

If the top cell limits, raising $J$ towards $J_t$ extinguishes its own emission. The only light that could raise the limit comes from below, and by (\ref{jt}) it relieves the fraction $\eta'/(1+\eta')$ of the mismatch. The statement that top-cell emission relieves the current mismatch only when the bottom cell limits thus describes downward light. Coupling as a whole is one-sided if $\eta'\ll1$, which a gap difference $E_1-E_2\gg kT$ normally secures.

\subsection{Maximum power}

Write $1+x_i=a_i-\beta_iJ$, with $\beta_1=(D_2+c)/\Delta$ and $\beta_2=(D_1+c)/\Delta$. Then
\begin{align}
V'&=-V_T\sum_i\frac{\beta_i}{1+x_i}<0, &
V''&=-V_T\sum_i\frac{\beta_i^2}{(1+x_i)^2}<0 .
\end{align}
For $P=JV$ this gives $P''=2V'+JV''<0$ when $J>0$. The slope $P'=V+JV'$ equals the positive open-circuit voltage at $J=0$ and tends to $-\infty$ at the current limit. One maximum exists, and a bracketing root finder cannot miss it. The algorithm is:
\begin{enumerate}
\item compute $G_i$, $D_i$, $C$ and $J_{\lim}=\min(J_b,J_t)$;
\item solve $V+JV'=0$ between $J=0$ and a point just below $J_{\lim}$;
\item recover $V_1$ and $V_2$ from (\ref{x}).
\end{enumerate}

The effect of coupling at this point follows from
\begin{equation}
\frac{dP_{\max}}{ds}=\frac{\partial P}{\partial J}\frac{dJ}{ds}+J\frac{\partial V}{\partial s}
=J\frac{\partial V}{\partial s},
\end{equation}
since $\partial P/\partial J=0$ at the maximum. Neglect upward light. At fixed $J$, (\ref{top}) then fixes $x_1$, and (\ref{bot}) gives $D_2\,\partial x_2/\partial s=Cx_1$. Therefore
\begin{equation}
\frac{dP_{\max}}{ds}=JV_T\,\frac{Cx_1}{D_2(1+x_2)} . \label{env}
\end{equation}
At $s=1$ the numerator is the current received as light. The denominator is the recombination already present in the bottom cell. Well away from matching, a top-limited stack has less of the first than of the second. A bottom-limited stack has more of the first if $\eta$ is large enough, as in the example below; with a poorly emitting top cell it too has less. Near matching the two can be comparable.

\section{Example: a direct-gap cell on germanium}

The bottom cell is Ge, with a rough gap of 0.66 eV and a rough external radiative efficiency of $10^{-3}$. The top cell is a direct-gap model absorber. Half of its recombination leaves it as light, $n=3.5$ and $T=300$ K, so
\begin{equation}
\eta=0.5\,\frac{n^2}{1+n^2}=0.5\times\frac{12.25}{13.25}=0.462 .
\end{equation}
Sunlight has a blackbody shape at $T_s=5800$ K, scaled to $P_s=100$ mW/cm$^2$. Dividing the photon integral by the energy integral gives the photocurrent above an edge $E$,
\begin{equation}
G(E)=\frac{qP_s}{kT_s}\,\frac{15}{\pi^4}\int_{E/kT_s}^{\infty}\frac{u^2\,du}{e^u-1},
\end{equation}
with $G_1=G(E_1)$ and $G_2=G(E_2)-G(E_1)$. The photocurrents match at $E_1=1.433$ eV.

\paragraph{Bottom cell limiting, $E_1=1.30$ eV.}
Here $G_1=32.805$ and $G_2=24.312$ mA/cm$^2$. From (\ref{jb}),
\begin{equation}
J_b\simeq24.312+\frac{0.4623}{1.4623}\times8.493=26.997\ \mathrm{mA/cm^2}.
\end{equation}
The saturation term adds 0.001. At maximum power $J=26.302$ mA/cm$^2$, so the bottom cell receives $0.4623\,(32.805-26.302)=3.006$ mA/cm$^2$. The power is $26.302\times(0.9150+0.1672)=28.5$ mW/cm$^2$, an efficiency of 28.5\%, against 25.5 mW/cm$^2$ with coupling off.

\paragraph{Top cell limiting, $E_1=1.55$ eV.}
Now $G_1=25.127$ and $G_2=31.990$ mA/cm$^2$. The upward efficiency is $\eta'=7\times10^{-17}$, and the limit stays at 25.127 mA/cm$^2$. At maximum power the top cell still recombines a little, and 0.247 mA/cm$^2$ reaches the bottom cell. That cell already recombines $31.990+0.247-24.593=7.644$ mA/cm$^2$, so (\ref{env}) gives
\begin{equation}
24.593\times0.02585\times\frac{0.247}{7.65}=0.021\ \mathrm{mW/cm^2}
\end{equation}
per unit $s$. The full calculation gives a gain of 0.021 mW/cm$^2$. It comes from voltage: the operating current falls slightly, from 24.607 to 24.593 mA/cm$^2$.

The scan in the numerical output shows the kink. The gain in limiting current shrinks from 2.685 mA/cm$^2$ at 1.30 eV to 0.638 at 1.40 eV, and is zero to the printed digits from 1.45 eV upward. The power gain has no such corner. It is still 0.13 mW/cm$^2$ at 1.45 eV, where the bottom cell's surplus, and with it the denominator of (\ref{env}), is small. The best top gap is 1.484 eV with coupling off and 1.478 eV with it on, and the two optimum powers differ by 0.06 mW/cm$^2$. In this model coupling mainly forgives a top gap that is too low; it hardly moves the optimum.

\paragraph{Where one-sidedness fails.}
Take gaps of 0.70 and 0.66 eV, no nonradiative loss, and assigned photocurrents $G_1=20$, $G_2=30$ mA/cm$^2$. The gap difference is $1.5\,kT$ and $F(E_2)/F(E_1)=4.20$, so
\begin{equation}
\eta'=\frac{12.25}{4.20-1+12.25}=0.793,\qquad \frac{\eta'}{1+\eta'}=0.442 .
\end{equation}
The top-cell limit rises from 20.00 to 24.42 mA/cm$^2$. If only one part in a thousand of the bottom cell's recombination left it as light, upward emission into the top cell included, $D_2$ would be a thousand times larger and $\eta'$ would fall to 0.0008. Poor luminescence below can thus also restore the one-sided rule.

\section{Error analysis}

\paragraph{Linearization.}
The first neglected term of the Bose series changes emission by a relative amount near $\frac12e^{-(E_1-qV_1)/kT}$. For the 1.30 eV cell with coupling on this is $\frac12e^{-14.9}\approx2\times10^{-7}$, and it enters the voltage through a logarithm. As a test, the balances were solved with the full Bose integrals at fixed total voltage, by finding the $V_1$ at which the two cell currents agree. For both gaps and $s=0,1$, the maximum powers differ from the linear solution by less than $4\times10^{-9}$ of their value. The short-circuit currents agree with $\min(J_b,J_t)$ within a relative tolerance of $2\times10^{-6}$.

\paragraph{Rounding.}
In the limiting cell $1+x_i=\beta_i(J_{\lim}-J)$, so an error $\delta J$ shifts its voltage by about $V_T\,\delta J/(J_{\lim}-J)$. Close to the limit this is ill-conditioned. At maximum power the distance is 0.70 mA/cm$^2$ for the 1.30 eV cell, and the amplification is harmless. The power is also stationary there, so its error from the root is of second order in $\delta J$.

\paragraph{Input errors.}
Differentiating (\ref{jb}) at $s=1$, without the saturation term,
\begin{equation}
\frac{\partial J_b}{\partial\eta}=\frac{G_1-G_2}{(1+\eta)^2}=\frac{8.493}{1.4623^2}=3.97\ \mathrm{mA/cm^2}.
\end{equation}
An error of 0.1 in $\eta$ thus costs about 0.4 mA/cm$^2$, far more than any numerical error above.

\paragraph{Comparison with real cells.}
The assumed 50\% light output describes a top cell of high radiative quality. With 10\%, $\eta=0.092$ and the gain in limiting current at 1.30 eV drops from 2.7 to 0.7 mA/cm$^2$. The step absorption of Ge is the other weak point, because Ge absorbs weakly between its indirect gap and its direct gap near 0.80 eV. That band carries 5.6 mA/cm$^2$. Losing all of it, a worst case, would lower the 1.30 eV limit by $5.555/1.4623=3.8$ mA/cm$^2$ and move the matching gap to 1.53 eV. Real sunlight also has atmospheric absorption bands. Changing the blackbody temperature to 5500 or 6000 K already moves the matching gap to 1.38 or 1.47 eV, so 1.433 eV is not a design value. At 340 K, with both gaps lowered by a rough 0.4 meV/K and the radiative fractions held fixed, the power gain is 2.66 instead of 2.92 mW/cm$^2$.

\paragraph{Leakage and resistance.}
These estimates refer to the 1.30 eV stack. A series resistance of 1 $\Omega\,$cm$^2$ costs 0.69 mW/cm$^2$. Adding top-cell recombination $J_{02}(e^{V_1/2V_T}-1)$ with $J_{02}=10^{-8}$ mA/cm$^2$ lowers the limit by 0.14 mA/cm$^2$, since that channel emits no light. The loss depends strongly on this input: $J_{02}=10^{-7}$ mA/cm$^2$ lowers the limit by 1.1 mA/cm$^2$, and $10^{-6}$ mA/cm$^2$ by 2.6, which removes nearly all of the 2.7 mA/cm$^2$ gained by coupling. With such a channel $\eta$ is no longer a constant, and (\ref{jb}) overestimates the relief.

A shunt matters for measurement. At tandem short circuit the Ge cell is reverse-biased by 0.912 V, and a shunt of 1 k$\Omega\,$cm$^2$ then raises the short-circuit current by 0.62 mA/cm$^2$ while lowering the maximum power by 0.11 mW/cm$^2$. A short-circuit current above $G_2$ is therefore not by itself evidence of luminescent coupling.

Tunnelling through the same junction can be estimated roughly. For a doping of $10^{17}$ cm$^{-3}$, relative permittivity 16 and a built-in voltage of 0.3 V, the depletion formula for a one-sided junction gives a peak field $\mathcal E=0.166$ MV/cm. The built-in voltage is a low choice: a one-sided Ge junction with this doping has about 0.5 V, and the effect of a larger value is given below. A triangular barrier of height $E_2$ and carrier mass $m=0.04\,m_e$ has the exponent
\begin{equation}
S=\frac{2}{\hbar}\int_0^{E_2/q\mathcal E}\!\!\sqrt{2m(E_2-q\mathcal Ez)}\,dz
=\frac{4\sqrt{2m}\,E_2^{3/2}}{3q\hbar\mathcal E}=44 .
\end{equation}
Motion across the field with energy $E_\perp$ raises the barrier to $E_2+E_\perp$ and the exponent to about $S+E_\perp/\bar E$, with $\bar E=2E_2/(3S)$. The transverse states, spin included, number $m/(\pi\hbar^2)$ per area and energy, and each carries $q/(2\pi\hbar)$ per unit energy of the window in which filled valence states face empty conduction states. At this doping the window is the total band bending minus the gap, about 0.55 eV for these inputs. The larger value $qV_r$, with the reverse bias $V_r=0.912$ V, is used here as a simple upper value. Integrating over $E_\perp$ gives
\begin{equation}
J_{\rm tun}=\frac{qm\,\bar E\,qV_r}{2\pi^2\hbar^3}\,e^{-S},
\end{equation}
which is about $4\times10^{-10}$ mA/cm$^2$ for these inputs. The exponent makes this figure uncertain by many orders of magnitude, and the one-band barrier combines the indirect gap with a mass typical of the direct valley. A two-band barrier, in which the decay constant vanishes at both band edges, gives an exponent of 35 and about $3\times10^{-6}$ mA/cm$^2$ for the direct gap of 0.80 eV. Treating the 0.66 eV gap as if it were direct gives 26 and about $2\times10^{-2}$ mA/cm$^2$. With a built-in voltage of 0.55 V the peak field is 0.18 MV/cm, and the three currents rise to about $2\times10^{-8}$, $7\times10^{-5}$ and 0.2 mA/cm$^2$. All these values apply the peak field along the whole barrier. In a depletion layer the field falls away from the junction, which lowers the estimates by more than two orders of magnitude. Even the largest value is below 1\% of the photocurrents, so in these estimates band-to-band tunnelling is at most a small correction at this doping. Heavier doping changes this conclusion: at $10^{18}$ cm$^{-3}$ the same estimates exceed the photocurrents, and the junction can no longer be assumed to block in reverse bias. Avalanche multiplication is not modelled, so the short-circuit result assumes that the Ge junction withstands this bias.

\section*{Computed values}
\begin{verbatim}
sun 5800 K, 100 mW/cm2; cell 300 K
kT = 25.852 meV; index = 3.5
Ge gap = 0.66 eV; Ge radiative eff. = 0.001
top recombination leaving as light = 0.5
matching top gap = 1.433 eV
bottom-limited: E1=1.30 eV, G1=32.805, G2=24.312 mA/cm2
  D1=2.764e-15, D2=1.576e-03, C=1.277e-15 mA/cm2
  eta down=0.4623, up=8.10e-13
  s=0: limit=24.313, J=23.707, received=0.000 mA/cm2
    V1=0.9237, V2=0.1539 V, P=25.546 mW/cm2
  s=1: limit=26.998, J=26.302, received=3.006 mA/cm2
    V1=0.9150, V2=0.1672 V, P=28.466 mW/cm2
top-limited: E1=1.55 eV, G1=25.127, G2=31.990 mA/cm2
  D1=2.464e-19, D2=1.576e-03, C=1.139e-19 mA/cm2
  eta down=0.4623, up=7.23e-17
  s=0: limit=25.127, J=24.607, received=0.000 mA/cm2
    V1=1.0908, V2=0.2185 V, P=32.218 mW/cm2
  s=1: limit=25.127, J=24.593, received=0.247 mA/cm2
    V1=1.0915, V2=0.2194 V, P=32.239 mW/cm2
relief fraction = 0.3161; simple limit = 26.997 mA/cm2
top gap eV | G1-G2, limit gain mA/cm2 | power gain mW/cm2
  1.30 | 8.493, 2.685 | 2.9200
  1.35 | 5.204, 1.645 | 1.8746
  1.40 | 2.021, 0.638 | 0.8225
  1.45 | -1.052, 0.000 | 0.1343
  1.50 | -4.013, 0.000 | 0.0402
  1.55 | -6.863, 0.000 | 0.0206
best top gap, s=0: 1.484 eV, P=32.530 mW/cm2
best top gap, s=1: 1.478 eV, P=32.587 mW/cm2
near gaps 0.70/0.66 eV, G=20/30: top limit 20.000 -> 24.423 mA/cm2
Boltzmann power error < 3.9e-09
matching gap for 5500 K sun = 1.381 eV
matching gap for 6000 K sun = 1.468 eV
Ge 0.66-0.80 eV band: 5.555 mA/cm2; match if lost 1.527 eV
340 K, gaps shifted -16 meV: P off/on = 22.054/24.710 mW/cm2
ideality-2 current 1e-08 mA/cm2: changes in
  limit -0.141 mA/cm2, P -0.196 mW/cm2
Ge shunt 1 kohm cm2: changes in
  Jsc 0.622 mA/cm2, P -0.112 mW/cm2
series resistance 1 ohm cm2: loss 0.692 mW/cm2
tunnelling inputs: mass 0.04 m_e, doping 1e17 cm-3,
  relative permittivity 16, built-in voltage 0.3 V
Ge reverse bias at Jsc = 0.912 V; peak field = 0.166 MV/cm
tunnelling exponent = 44.2; current = 3.6e-10 mA/cm2
\end{verbatim}
